# Interlayer exchange coupling through a ferromagnetic layer of finite thickness, part 2

Two ferromagnets, A and B, are coupled by electrons crossing a metal spacer. How does the coupling depend on the thickness of A? Along \(x\), an outer medium fills \(x<-L\), A fills \(-L<x<0\), the spacer fills \(0<x<D\), and thick B fills \(x>D\). Electrons are independent, with mass \(m\) everywhere, and the temperature is zero until part (h). The potential is zero in the spacer and \(V_\uparrow\) or \(V_\downarrow\) in a ferromagnet for its own majority or minority spin, both below the Fermi energy \(E_F\). For energy \(\varepsilon\) of the motion along \(x\),

\[
k=\sqrt{2m\varepsilon}/\hbar,\qquad q_\sigma=\sqrt{2m(\varepsilon-V_\sigma)}/\hbar ,
\]

with \(k_o\) the wave number in the outer medium. Energies are in eV and lengths in nm.

The coupling per unit area is \(J=\Omega_{AP}-\Omega_P\), the grand potential for antiparallel moments minus that for parallel ones, so positive \(J\) favours parallel moments. From part (c),

\[
J=\frac{m}{2\pi^2\hbar^2}\operatorname{Im}\int_0^\infty y\,G(E_F+iy)\,dy ,
\]

where, from part (a), with \(e\equiv e^{2ikD}\),

\[
G=\ln\frac{(1-a_\uparrow b_\uparrow e)(1-a_\downarrow b_\downarrow e)}{(1-a_\uparrow b_\downarrow e)(1-a_\downarrow b_\uparrow e)} .
\]

Here \(a_\sigma\) and \(b_\sigma\) are the amplitudes with which A and B reflect waves from the spacer. From part (d), \(b_\sigma=r_\sigma\) and, with the spin label dropped,

\[
a=\frac{r+\rho z}{1+r\rho z},\qquad r=\frac{k-q}{k+q},\qquad \rho=\frac{q-k_o}{q+k_o},\qquad z=e^{2iqL}.
\]

To first order in \(z_\sigma\), \(a_\sigma=r_\sigma+(1-r_\sigma^2)\rho_\sigma z_\sigma\). The signs are \(s_\uparrow=1\), \(s_\downarrow=-1\).

Setting \(a_\sigma=r_\sigma\) gives \(G_\infty\) and the semi-infinite value \(J_\infty\). The rest is \(\delta J(L)=J-J_\infty\). Part (e) showed that the average of \(G\) at \(E_F\) over the phases \(2q_\sigma L\) is \(G_\infty\), but that an average of \(J\) over a single period need not equal \(J_\infty\) precisely.

The box test listed in the computed results uses a 1.0 nm spacer and ferromagnets of 0.8 nm and 1.1 nm backed by hard walls.

Part (f) asks for \(J_\infty\) and \(\delta J\) to leading order when the interface reflections are weak and the layers are many wavelengths thick, and for when \(J_\infty\) is nonzero.

**Solution.** For \(|a_\sigma b_{\sigma'}|\ll1\) use \(\ln(1-x)\approx-x\):

\[
G\approx-(a_\uparrow b_\uparrow+a_\downarrow b_\downarrow-a_\uparrow b_\downarrow-a_\downarrow b_\uparrow)\,e=-(a_\uparrow-a_\downarrow)(b_\uparrow-b_\downarrow)\,e .
\]

Let \(\Delta r=r_\uparrow-r_\downarrow\). Keeping the first power of \(z_\sigma\), which requires \(|r_\sigma\rho_\sigma|\ll1\),

\[
G_\infty\approx-(\Delta r)^2e^{2ikD},\qquad
G-G_\infty\approx-\Delta r\sum_\sigma s_\sigma(1-r_\sigma^2)\rho_\sigma e^{2i(kD+q_\sigma L)} .
\]

The outer face may reflect totally. These steps then still hold if \(r_\sigma\) is small.

The exponentials vary fastest with energy. From \(\varepsilon=\hbar^2k^2/2m\) follows \(dk/d\varepsilon=m/(\hbar^2k)\), and in the same way \(dq_\sigma/d\varepsilon=m/(\hbar^2q_\sigma)\). To first order in \(y\),

\[
2i(kD+q_\sigma L)\Big|_{E_F+iy}=2i(kD+q_\sigma L)\Big|_{E_F}-2\tau_\sigma y,\qquad
\tau_\sigma=\frac{m}{\hbar^2}\left(\frac Dk+\frac L{q_\sigma}\right).
\]

With the slowly varying reflection amplitudes fixed at their values at \(E_F\), the remaining integral is

\[
\int_0^\infty y\,e^{-2\tau_\sigma y}\,dy=\frac1{4\tau_\sigma^2}.
\]

The prefactor becomes

\[
\frac{m}{2\pi^2\hbar^2}\,\frac1{4\tau_\sigma^2}=\frac{\hbar^2}{8\pi^2m}\,\frac1{(D/k+L/q_\sigma)^2}.
\]

For \(J_\infty\) the same steps apply with \(L\) absent from the phase. The results are

\[
J_\infty\approx-\frac{\hbar^2}{8\pi^2m}\,(\Delta r)^2\,\frac{\sin 2kD}{(D/k)^2},
\]

\[
\delta J\approx-\frac{\hbar^2}{8\pi^2m}\sum_\sigma s_\sigma\Delta r\,
\frac{\operatorname{Im}\left[(1-r_\sigma^2)\rho_\sigma e^{2i(kD+q_\sigma L)}\right]}{(D/k+L/q_\sigma)^2}.
\]

All quantities are now taken at \(E_F\) and normal incidence.

The integral draws on \(y\) of order \(1/\tau\), so the expansion needs \(\tau E_F\gg1\). For the spacer alone \(\tau E_F=kD/2\). The corrections to \(J_\infty\) are thus of order \(2/(kD)\) relative to the amplitude of its oscillation in \(D\). Near a zero of \(\sin2kD\) they can exceed the leading term itself. For A the distance of \(E_F\) from the band edge \(V_\sigma\) must also be large compared with \(1/\tau\).

Three conditions follow for an oscillation about a nonzero value:

- The two spins must be reflected differently, \(\Delta r\ne0\), and \(D\) must not lie at a zero of \(J_\infty\), which to this order means \(\sin2kD\neq0\).
- The outer face must reflect, \(\rho_\sigma\ne0\) for at least one spin.
- The electrons must cross A and return without losing their phase.

The period in \(L\) is \(\pi/q_\sigma\), set by the ferromagnet and not by the spacer. The amplitude is not constant. For \(L/q_\sigma\ll D/k\) it hardly depends on \(L\), and for \(L/q_\sigma\gg D/k\) it falls as \(1/L^2\).

If \(V_\sigma\) lay above \(E_F\), \(q_\sigma\) would be imaginary. Then \(z_\sigma=e^{-2|q_\sigma|L}\), and that spin would contribute a decaying term, which may still change sign, in place of a periodic oscillation.

The formulas were tested against the full integral at \(D=20\) nm, \(L=22\) to 23 nm and \(E_F=7\) eV. With \(V_\uparrow=0\), \(V_\downarrow=2\) eV and an outer medium like the spacer, the largest error of \(\delta J\) is 0.46% of its largest value in that range. With \(V_\uparrow=-0.2\) eV, \(V_\downarrow=0.3\) eV and a vacuum level at 12 eV outside, it is 0.79%. In this second case the range was chosen so that the two spin contributions add up. The test says nothing about the relative error at thicknesses where they nearly cancel.

### (g) A capped layer with matched majority electrons

**Let the outer medium be a thick cap of the spacer metal, and let \(V_\uparrow=0\). Simplify the coupling and examine thin and thick A.**

**Solution.** Majority electrons now meet no step at all, so \(r_\uparrow=\rho_\uparrow=0\) and \(a_\uparrow=b_\uparrow=0\). Write \(r\), \(q\) and \(z\) for the minority values. The outer face is the inner face seen from the other side, so \(\rho=-r\), and

\[
a_\downarrow=\frac{r(1-z)}{1-r^2z},\qquad G=\ln(1-a_\downarrow r\,e).
\]

At \(L=0\) we have \(z=1\) at every energy, so \(a_\downarrow=0\) and \(J=0\). Without a magnetic layer A there is nothing to couple.

For the formula of part (f), the signs combine as \(s_\downarrow\,\Delta r\,\rho=(-1)(-r)(-r)=-r^2\). Hence

\[
J\approx-\frac{\hbar^2r^2}{8\pi^2m}\left[\frac{\sin2kD}{(D/k)^2}-(1-r^2)\frac{\sin(2kD+2qL)}{(D/k+L/q)^2}\right].
\]

As \(L\to0\) the two terms cancel except for a fraction \(r^2\) of the first. That remainder is of the order of the higher powers of \(r\) that were dropped. As long as \(L/q\ll D/k\), the oscillation is therefore nearly as large as \(J_\infty\) can be at its maxima in \(D\). To see a whole period of this size, the spacer must be thick enough that \(L/q\) stays small over that period. At the 1 nm spacer of part (i) the amplitude in the formula falls to 0.57 of its initial value within the first period. For a thick layer \(J_\infty\) remains and the oscillation fades.

### (h) Temperature

**By what factor does a temperature \(T\) reduce an oscillating term?**

**Solution.** The Fermi function is a superposition of sharp steps:

\[
f(E)=\int d\mu\,\left(-\frac{df(\mu)}{d\mu}\right)\theta(\mu-E).
\]

A state of energy \(E\) contributes \(-k_BT\ln(1+e^{-(E-E_F)/k_BT})=-\int_E^\infty f(E')\,dE'\) to the grand potential, as differentiation with respect to \(E\) confirms. This is linear in \(f\), and for a sharp step at \(\mu\) it reduces to the zero-temperature value \(E-\mu\) of an occupied state. The coupling at temperature \(T\) is therefore the zero-temperature coupling averaged over \(\mu\) with weight \(-f'\). Put \(\mu=E_F+x\). An oscillating term varies as \(e^{2i\tau x}\), so we need

\[
I(s)=\int_{-\infty}^{\infty}(-f'(x))\,e^{isx}\,dx,\qquad s=2\tau .
\]

The weight is unchanged by \(x\to x+2\pi ik_BT\), while the exponential gains a factor \(e^{-2\pi k_BTs}\). Integrating around the strip between these two lines gives \((1-e^{-2\pi k_BTs})\,I\), which equals \(2\pi i\) times the residue at \(x_0=i\pi k_BT\).

Near that point, with \(x=x_0+u\), \(f=-k_BT/u+\tfrac12+\dots\), so \(-f'=-k_BT/u^2\) plus regular terms. The residue of \(-f'e^{isx}\) is \(-isk_BT\,e^{-\pi k_BTs}\). Therefore

\[
I=\frac{2\pi k_BTs\,e^{-\pi k_BTs}}{1-e^{-2\pi k_BTs}}=\frac{X}{\sinh X},\qquad X=\pi k_BTs=2\pi k_BT\,\tau .
\]

Since \(\tau\) grows with \(L\), heating weakens \(\delta J\) more than it weakens \(J_\infty\).

### (i) Numbers in the regime of cobalt and copper

**Evaluate the capped stack of part (g) for \(E_F=7.0\) eV, \(V_\downarrow=2.0\) eV and \(D=1.00\) nm.**

**Solution.** The wave numbers are \(k=13.555\) nm⁻¹ and \(q=11.456\) nm⁻¹, so

\[
r=\frac{13.555-11.456}{13.555+11.456}=0.0839,\qquad \frac{\pi}{q}=0.274\ \text{nm}.
\]

From \(E_F=\hbar^2k^2/2m\) we get \(\hbar^2/m=2(7.0)/13.555^2=0.0762\) eV nm², and \(\hbar^2/8\pi^2m=9.65\times10^{-4}\) eV nm². The spacer phase is \(2kD=27.11\), which exceeds \(8\pi\) by 1.98, and its sine is 0.919. Then

\[
J_\infty\approx-(9.65\times10^{-4})(0.0839)^2(13.555)^2(0.919)\ \text{eV/nm}^2=-0.184\ \text{mJ/m}^2 .
\]

The full integral gives \(-0.1905\) mJ/m², or \(-1.189\) meV/nm². The estimate is 3.5% smaller in size than this value. This is better than typical. For these potentials the corrections reach about 1.6 times \(2/(kD)\) of the amplitude, which is 0.24 at spacers near 1 nm and 1.2% at 20 nm, and they happen to be small at the phase of \(D=1.00\) nm. The negative sign means that antiparallel moments are favoured.

Layer thickness grows in whole atomic layers, taken here as 0.18 nm. Some values are:

| Layers | \(L\) (nm) | \(J\), full (mJ/m²) | \(J\), formula (mJ/m²) |
|---:|---:|---:|---:|
| 1 | 0.18 | −0.238 | −0.208 |
| 2 | 0.36 | −0.249 | −0.254 |
| 3 | 0.54 | −0.117 | −0.112 |
| 6 | 1.08 | −0.152 | −0.146 |
| 9 | 1.62 | −0.168 | −0.161 |
| 12 | 2.16 | −0.176 | −0.169 |

Up to twelve layers, the coupling is weakest in size at every third layer. One atomic layer advances the oscillation by \(0.18/0.2742=0.656\) of a period, which at whole layers cannot be told from \(-0.344\). The apparent period is \(0.18/0.344=0.52\) nm, close to three layers.

At \(L=2.04\) nm the total phase is 73.85, whose sine is close to \(-1\). With \(D/k+L/q=0.0738+0.1781=0.2519\) nm²,

\[
\delta J\approx-\frac{(9.65\times10^{-4})(0.0839)^2(0.993)}{(0.2519)^2}\ \text{eV/nm}^2=-0.017\ \text{mJ/m}^2 ,
\]

and the full integral gives the same size, 0.0169 mJ/m². Averaged over one period starting at 2 nm, \(J\) is \(-0.1909\) mJ/m². It differs from \(J_\infty\) by 2 to 3% of the oscillation amplitude, as part (e) allows.

### (j) What the model leaves out

**Estimate the largest neglected effects for these numbers.**

**Solution.** The first three estimates refer to the oscillation at \(L=2.04\) nm, with the other parameters fixed.

*Temperature.* At 300 K, \(\tau=0.2519/0.0762=3.31\) eV⁻¹ gives \(X=0.54\) and a factor of 0.954. The average computed directly agrees. The factor for \(J_\infty\) is 0.996. Both factors describe only the smearing of the Fermi edge at fixed potentials. Thermal disorder of the magnetic moments, which the model does not contain, can weaken the coupling of real layers more strongly, above all when A is only a few atomic layers thick.

*Roughness.* Suppose a quarter of the area is one atomic layer thinner and a quarter one layer thicker, with the steps at the outer face so that \(D\) is unchanged, and with terraces much wider than the layers are thick so that each acts as a flat stack. If the change of amplitude between neighbouring thicknesses is ignored, the oscillation is multiplied by \(\tfrac12(1+\cos2qd)\) with \(d=0.18\) nm. This is 0.22, as is the directly computed factor.

*Scattering.* With a minority mean free path \(\ell\), intensity falls by \(e^{-2L/\ell}\) over the round trip and amplitude by \(e^{-L/\ell}\). For a rough value \(\ell=1\) nm the factor is 0.13. If the three factors simply multiply, about 3% of the oscillation is left.

*The outer face.* For \(L\) between 1.5 and 2.5 nm the largest deviation from \(J_\infty\) is 0.025 mJ/m² with the thick cap. With vacuum directly outside A, at a level of 12 eV, it is 0.41 mJ/m², about twice \(|J_\infty|\). Vacuum reflects all electrons at \(E_F\), including the majority electrons that the cap lets through, so each spin adds to \(\delta J\) a term of first order in \(r\) instead of second. The two terms enter with opposite signs and would largely cancel if the potentials of the two spins were so close that their echoes had nearly equal phases. A perfect cap of 5 nm with vacuum behind it changes \(J\) by up to 0.066 mJ/m², more than the oscillation itself. The cap counts as thick only if it is much thicker than this or if electrons lose their phase inside it.

*Minority mass.* A minority mass 1.5 times larger, with \(V_\downarrow\) unchanged, shortens the period to 0.224 nm. Matching the velocities \(\hbar k/m\) at the interface then raises \(r\) at normal incidence to 0.183. The coupling contains \(r^2\), which grows almost fivefold.

*Comparison with real stacks.* The Fermi energy is roughly that of copper, and 2 eV is a rough value towards the upper end for the exchange splitting of cobalt. Measured couplings in cobalt/copper stacks are very roughly some tenths of a mJ/m². They are usually defined by an energy proportional to \(\cos\theta\), with \(\theta\) the angle between the moments, so the quoted coefficient is half of \(\Omega_{AP}-\Omega_P\). In that convention \(|J_\infty|\) is about 0.095 mJ/m², of a plausible order but on the low side. The assumption that real stacks break most clearly is the single free-electron band. Their periods and reflection amplitudes come from the actual Fermi surfaces, and the mass estimate shows that such a change can alter the coupling several times over. The numbers here illustrate the mechanism and do not predict a particular device. Within this model, a design that relies on the thickness of A to tune the coupling needs an outer face that reflects in a controlled way. With the matched cap, that face should also be flat to well below one atomic layer on average, and the thickness should be not much above the minority mean free path. With vacuum outside A, majority electrons carry part of the oscillation too. For them the roughness estimate above, with \(k\) in place of \(q\), gives a milder factor of 0.58, and their own mean free path matters. The full list of computed values is in the numerical output below.

## Computed results

```
Fermi energy 7.0 eV; potentials 0.0, 2.0 eV
spacer thickness D = 1.00 nm
spacer wave number k = 13.555 1/nm
minority wave number q = 11.456 1/nm
minority interface reflection r = 0.0839
box test, J from levels = -4.8620 mJ/m2
box test, J from integral = -4.8620 mJ/m2
L=0.3 nm, J from real energies = -0.11886 mJ/m2
L=0.3 nm, J from contour = -0.11886 mJ/m2
thick-layer error, cap = 0.46 % of amplitude
thick-layer error, vacuum = 0.79 % of amplitude
thick-spacer error of J_inf = 1.21 % of amplitude
J_inf, full integral = -0.1905 mJ/m2
J_inf, full integral = -1.1890 meV/nm2
J_inf, asymptotic = -0.1838 mJ/m2
J_inf shift, doubled quadrature = 4.6e-15 mJ/m2
period in L, pi/q = 0.2742 nm
period in L, from zeros of J-J_inf = 0.2742 nm
layers, L (nm), J full (mJ/m2), J asymptotic (mJ/m2)
  1   0.18   -0.2379   -0.2083
  2   0.36   -0.2490   -0.2539
  3   0.54   -0.1173   -0.1115
  4   0.72   -0.2175   -0.2051
  5   0.90   -0.2131   -0.2104
  6   1.08   -0.1524   -0.1455
  7   1.26   -0.2098   -0.2011
  8   1.44   -0.1996   -0.1947
  9   1.62   -0.1679   -0.1608
 10   1.80   -0.2053   -0.1979
 11   1.98   -0.1934   -0.1877
 12   2.16   -0.1762   -0.1692
mean J over one period from L=2 nm = -0.1909 mJ/m2
largest |J-J_inf| in that period = 0.0169 mJ/m2
thickness of that extremum = 2.040 nm
300 K factor on oscillation, computed = 0.9537
300 K factor on oscillation, X/sinh X = 0.9535
300 K factor on J_inf = 0.9960
roughness (1/4,1/2,1/4 layers) factor = 0.222
scattering factor, path 1.0 nm = 0.130
amplitude L=1.5-2.5 nm, thick cap = 0.0254 mJ/m2
amplitude L=1.5-2.5 nm, vacuum = 0.4128 mJ/m2
largest change, 5 nm cap = 0.0657 mJ/m2
period seen at whole atomic layers = 0.524 nm
minority mass x1.5: period = 0.2239 nm
minority mass x1.5: reflection r = 0.1834
```
